# A failing check and its repair

Subject: Brown's Fokker-Planck Equation and Thermal Noise in the Stochastic Gilbert Equation.

```python
"""
Result under test: the Stratonovich-Gilbert equation
    dm/dt = -gamma m x (B + b) + alpha m x dm/dt,   <b_i(t) b_j(t')> = 2 D delta_ij delta(t-t'),
with |m| = 1 and B = -(1/moment) dE/dm, has Brown's Fokker-Planck equation for the
density W per solid angle, with diffusion rate k = gamma^2 D / (1 + alpha^2).
exp(-E/kT) is stationary exactly when D = alpha kT / (gamma moment).
gamma: gyromagnetic ratio (> 0), alpha: Gilbert damping, D: noise strength,
moment: size of the magnetic moment, kT: thermal energy.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- dimensionless test case without any symmetry axis ----------
gamma, alpha, moment, D_test = 1.3, 0.5, 0.8, 0.3
k_test = gamma**2 * D_test / (1 + alpha**2)
X, Y, Z, th, ph = sp.symbols("X Y Z theta phi", real=True)
energy = -0.7*Z**2 - 0.4*X - 0.3*Y*Z + 0.2*X*Y
to_angles = {X: sp.sin(th)*sp.cos(ph), Y: sp.sin(th)*sp.sin(ph), Z: sp.cos(th)}
energy_fn = sp.lambdify((X, Y, Z), energy, "numpy")
gradient_fns = [sp.lambdify((X, Y, Z), sp.diff(energy, v), "numpy") for v in (X, Y, Z)]


def energy_of(m):
    return energy_fn(m[..., 0], m[..., 1], m[..., 2])


def effective_field(m):
    parts = [g(m[..., 0], m[..., 1], m[..., 2]) for g in gradient_fns]
    return -np.stack(parts, axis=-1) / moment


def no_field(m):
    return np.zeros_like(m)


def sphere_grid(n_theta, n_phi):
    """Quadrature on the unit sphere: angles, unit vectors, weights (sum 4 pi)."""
    u, wu = np.polynomial.legendre.leggauss(n_theta)
    phi = 2*np.pi*(np.arange(n_phi) + 0.5)/n_phi
    theta, phi = np.meshgrid(np.arccos(u), phi, indexing="ij")
    weight = np.repeat(wu*2*np.pi/n_phi, n_phi)
    theta, phi = theta.ravel(), phi.ravel()
    m = np.stack([np.sin(theta)*np.cos(phi), np.sin(theta)*np.sin(phi),
                  np.cos(theta)], axis=-1)
    return theta, phi, m, weight


def gilbert_velocity(m, field):
    """Solve the implicit Gilbert equation as a 3x3 linear system for dm/dt."""
    mat = np.zeros(m.shape + (3,))
    mat[..., 0, 0] = mat[..., 1, 1] = mat[..., 2, 2] = 1.0
    mat[..., 0, 1], mat[..., 1, 0] = alpha*m[..., 2], -alpha*m[..., 2]
    mat[..., 0, 2], mat[..., 2, 0] = -alpha*m[..., 1], alpha*m[..., 1]
    mat[..., 1, 2], mat[..., 2, 1] = alpha*m[..., 0], -alpha*m[..., 0]
    torque = -gamma*np.cross(m, field)
    return np.linalg.solve(mat, torque[..., None])[..., 0]


# Gaussian quadrature over the three noise components
x1, w1 = np.polynomial.hermite_e.hermegauss(5)
w1 = w1/w1.sum()
noise_nodes = np.stack(np.meshgrid(x1, x1, x1, indexing="ij"), axis=-1).reshape(-1, 3)
noise_weights = np.einsum("i,j,k->ijk", w1, w1, w1).ravel()


def advance(start, D, dt, field, substeps=2):
    """Ordinary (smooth) motion for a time dt with the noise field held constant."""
    b = np.sqrt(2*D/dt)*noise_nodes[None, :, :]
    m = np.broadcast_to(start[:, None, :], (len(start), len(noise_nodes), 3)).copy()
    h = dt/substeps
    for _ in range(substeps):
        v1 = gilbert_velocity(m, field(m) + b)
        p = m + h/2*v1
        v2 = gilbert_velocity(p, field(p) + b)
        p = m + h/2*v2
        v3 = gilbert_velocity(p, field(p) + b)
        p = m + h*v3
        v4 = gilbert_velocity(p, field(p) + b)
        m = m + h/6*(v1 + 2*v2 + 2*v3 + v4)
    assert np.max(np.abs(np.linalg.norm(m, axis=-1) - 1)) < 1e-6
    return m


def mean_rate(observe, start, D, field):
    """Noise-averaged d<observe>/dt, extrapolated to zero time step."""
    rates = []
    for dt in (0.004, 0.002):
        change = observe(advance(start, D, dt, field)) - observe(start[:, None, :])
        rates.append(np.einsum("q,pq...->p...", noise_weights, change)/dt)
    return 2*rates[1] - rates[0]


# ---------- explicit form of the Gilbert equation ----------
rng = np.random.default_rng(7)
m_rand = rng.normal(size=(50, 3))
m_rand /= np.linalg.norm(m_rand, axis=1)[:, None]
f_rand = rng.normal(size=(50, 3))
mxf = np.cross(m_rand, f_rand)
explicit = -gamma/(1 + alpha**2)*(mxf + alpha*np.cross(m_rand, mxf))
explicit_error = np.max(np.abs(explicit - gilbert_velocity(m_rand, f_rand)))
assert explicit_error < 1e-12

# ---------- noise-induced drift, covariance, and the Ito reading ----------
one = m_rand[:1]
drift = mean_rate(lambda m: m, one, D_test, no_field)[0]
drift_error = np.max(np.abs(drift + 2*k_test*one[0]))
assert drift_error < 5e-4


def displacement_products(m):
    d = m - one[:, None, :]
    return d[..., :, None]*d[..., None, :]


covariance = mean_rate(displacement_products, one, D_test, no_field)[0]
covariance_error = np.max(np.abs(covariance - 2*k_test*(np.eye(3) - np.outer(one[0], one[0]))))
assert covariance_error < 5e-4
dt_ito = 0.002
b_ito = np.sqrt(2*D_test/dt_ito)*noise_nodes
m_ito = np.broadcast_to(one, b_ito.shape)
ito_end = m_ito + dt_ito*gilbert_velocity(m_ito, b_ito)
ito_growth = (noise_weights @ np.sum(ito_end**2, axis=1) - 1)/dt_ito
assert abs(ito_growth - 4*k_test) < 1e-8


# ---------- Brown's equation in angles against the stochastic equation ----------
def brown_rhs(W, D):
    E = energy.subs(to_angles)
    s, gp = sp.sin(th), gamma/(1 + alpha**2)
    k = gamma**2*D/(1 + alpha**2)
    E_th, E_ph = sp.diff(E, th), sp.diff(E, ph)
    flow_th = gp/moment*(alpha*E_th + E_ph/s)*W + k*sp.diff(W, th)
    flow_ph = gp/moment*(-E_th + alpha*E_ph/s)*W + k*sp.diff(W, ph)/s
    return sp.lambdify((th, ph), (sp.diff(s*flow_th, th) + sp.diff(flow_ph, ph))/s, "numpy")


def observables(m):
    return np.stack([m[..., 0], m[..., 2], m[..., 0]*m[..., 2], m[..., 1]**2], axis=-1)


theta, phi, m_grid, w_grid = sphere_grid(10, 16)
density = (1 + 0.5*X + 0.3*Z + 0.4*Y*Z)/(4*sp.pi)
density_grid = sp.lambdify((X, Y, Z), density, "numpy")(*m_grid.T)
from_noise = (w_grid*density_grid) @ mean_rate(observables, m_grid, D_test, effective_field)
from_brown = (w_grid*brown_rhs(density.subs(to_angles), D_test)(theta, phi)) @ observables(m_grid)
assert np.max(np.abs(from_noise - from_brown)) < 5e-4

# ---------- noise strength that keeps a Boltzmann ensemble in balance ----------
kT_test = 0.9
D_formula = alpha*kT_test/(gamma*moment)
boltz = w_grid*np.exp(-energy_of(m_grid)/kT_test)
boltz /= boltz.sum()
D_pair = (0.2, 0.5)
heat = [boltz @ mean_rate(energy_of, m_grid, D, effective_field) for D in D_pair]
D_balance = D_pair[0] - heat[0]*(D_pair[1] - D_pair[0])/(heat[1] - heat[0])
assert abs(D_balance/D_formula - 1) < 2e-3

# Brown's right-hand side on the Boltzmann density: right and wrong noise strength
tf, pf, mf, wf = sphere_grid(24, 32)
norm = np.sum(wf*np.exp(-energy_of(mf)/kT_test))
W0 = sp.exp(-energy.subs(to_angles)/kT_test)/norm
residual_right = np.max(np.abs(brown_rhs(W0, D_formula)(tf, pf)))
wrong = brown_rhs(W0, 1.5*D_formula)(tf, pf)
residual_wrong = np.max(np.abs(wrong))
assert residual_right < 1e-10 and residual_wrong > 1e-2
heating = np.sum(wf*energy_of(mf)*wrong)
Bf = effective_field(mf)
slope2 = moment**2*(np.sum(Bf**2, axis=1) - np.sum(mf*Bf, axis=1)**2)
mean_slope2 = np.sum(wf*np.exp(-energy_of(mf)/kT_test)*slope2)/norm
k_wrong = gamma**2*1.5*D_formula/(1 + alpha**2)
heating_formula = (k_wrong/kT_test - gamma*alpha/((1 + alpha**2)*moment))*mean_slope2
assert abs(heating - heating_formula) < 1e-9 and heating > 0

# ---------- worked example in tesla, picosecond, kelvin ----------
mu_B = const.physical_constants["Bohr magneton"][0]
n_magnetons, damping, temperature = 1000.0, 0.1, 300.0
B_aniso, B_ext = 0.8, np.array([0.2, 0.0, 0.3])
gyro = 2*mu_B/const.hbar*1e-12                               # rad / (ps T)
thermal_field = const.k*temperature/(n_magnetons*mu_B)       # kT / moment, T
D_ex = damping*thermal_field/gyro                            # T^2 ps
k_ex = gyro**2*D_ex/(1 + damping**2)                         # 1/ps
tau_ex = 1/(2*k_ex)
dt_sim = 0.2
noise_rms = np.sqrt(2*D_ex/dt_sim)
B_au = const.physical_constants["atomic unit of mag. flux density"][0]
t_au = const.physical_constants["atomic unit of time"][0]*1e12
E_h = const.physical_constants["Hartree energy"][0]
D_au = D_ex/(B_au**2*t_au)
# in atomic units the gyromagnetic ratio is 1 and the Bohr magneton is 1/2
assert abs(D_au/(damping*const.k*temperature/E_h/(n_magnetons/2)) - 1) < 1e-6


def cross(a, b):
    return np.array([a[1]*b[2] - a[2]*b[1], a[2]*b[0] - a[0]*b[2], a[0]*b[1] - a[1]*b[0]])


def simulate(D, field_scale, m, steps, burn):
    """Heun steps (Stratonovich); per-moment time averages of mx, my, mz, mz^2."""
    gp = gyro/(1 + damping**2)
    applied = field_scale*B_ext[:, None]

    def rate(m, b):
        total = b + applied
        total[2] += field_scale*B_aniso*m[2]
        c = cross(m, total)
        return -gp*(c + damping*cross(m, c))

    sums = np.zeros((4, m.shape[1]))
    for step in range(steps):
        b = np.sqrt(2*D/dt_sim)*rng.standard_normal(m.shape)
        r1 = rate(m, b)
        r2 = rate(m + dt_sim*r1, b)
        m = m + dt_sim/2*(r1 + r2)
        m = m/np.sqrt(m[0]**2 + m[1]**2 + m[2]**2)
        if step >= burn:
            sums[:3] += m
            sums[3] += m[2]**2
    return sums/(steps - burn)


def boltzmann_averages(field_kT):
    """Averages of mx, my, mz, mz^2 by quadrature; field_kT = kT/moment in tesla."""
    _, _, m, w = sphere_grid(40, 64)
    p = w*np.exp((B_aniso*m[:, 2]**2/2 + m @ B_ext)/field_kT)
    p /= p.sum()
    return np.array([p @ m[:, 0], p @ m[:, 1], p @ m[:, 2], p @ m[:, 2]**2])


n_spins, n_steps, n_burn = 3000, 4500, 2500
time_step_bias = 0.004          # allowance for the finite time step of the simulation
results = []
for factor in (1, 2):
    start = rng.normal(size=(3, n_spins))
    start /= np.linalg.norm(start, axis=0)
    data = simulate(factor*D_ex, 1.0, start, n_steps, n_burn)
    mean, err = data.mean(axis=1), data.std(axis=1)/np.sqrt(n_spins)
    exact = boltzmann_averages(factor*thermal_field)
    assert np.all(np.abs(mean - exact) < 4.5*err + time_step_bias)
    results.append((factor, mean, err, exact))
assert abs(results[0][3][2] - results[1][3][2]) > 0.05       # the two cases are distinguishable

n_free, free_steps = 20000, 300
start = np.zeros((3, n_free))
start[2] = 1.0
free = simulate(D_ex, 0.0, start, free_steps, free_steps - 1)[2]
free_mean, free_err = free.mean(), free.std()/np.sqrt(n_free)
t_free = free_steps*dt_sim
free_formula = np.exp(-2*k_ex*t_free)
assert abs(free_mean - free_formula) < 4.5*free_err + time_step_bias

# ---------- output ----------
print("DIMENSIONLESS TEST CASE")
print(f"gamma, alpha, moment, D = {gamma}, {alpha}, {moment}, {D_test}")
print(f"diffusion rate k = {k_test:.5f}")
print(f"explicit vs implicit Gilbert, largest difference = {explicit_error:.1e}")
print(f"noise drift vs -2k m, largest difference = {drift_error:.1e}")
print(f"covariance rate vs 2k(1-mm), largest difference = {covariance_error:.1e}")
print(f"Ito reading: initial growth rate of |m|^2 = {ito_growth:.5f}, 4k = {4*k_test:.5f}")
for name, a, b in zip(("mx", "mz", "mx mz", "my^2"), from_noise, from_brown):
    print(f"d<{name}>/dt: noise average {a:.5f}, Brown equation {b:.5f}")
print(f"thermal energy kT = {kT_test}")
print(f"D of zero heating = {D_balance:.5f}, alpha kT/(gamma moment) = {D_formula:.5f}")
print(f"largest |dW/dt| on Boltzmann density, correct D = {residual_right:.1e}")
print(f"largest |dW/dt| on Boltzmann density, 1.5 times D = {residual_wrong:.4f}")
print(f"heating rate at 1.5 times D: Brown {heating:.5f}, formula {heating_formula:.5f}")
print("WORKED EXAMPLE")
print(f"moment = {n_magnetons:.0f} Bohr magnetons, damping = {damping}, T = {temperature:.0f} K")
print(f"anisotropy field = {B_aniso} T, applied field = {B_ext.tolist()} T")
print(f"gyromagnetic ratio = {gyro:.5f} rad/(ps T)")
print(f"kT/moment = {thermal_field:.5f} T")
print(f"noise strength D = {D_ex:.5f} T^2 ps = {D_au:.4e} atomic units")
print(f"diffusion rate k = {k_ex:.6f} 1/ps")
print(f"free relaxation time 1/(2k) = {tau_ex:.3f} ps")
print(f"time step = {dt_sim} ps, noise field per component (rms) = {noise_rms:.4f} T")
print(f"moments simulated = {n_spins}, discarded time = {n_burn*dt_sim:.0f} ps, "
      f"averaging time = {(n_steps - n_burn)*dt_sim:.0f} ps")
for factor, mean, err, exact in results:
    print(f"noise {factor} D, Boltzmann integral at {factor*temperature:.0f} K:")
    for i, name in ((0, "mx"), (2, "mz"), (3, "mz^2")):
        print(f"  <{name}>: simulation {mean[i]:.4f} +- {err[i]:.4f}, integral {exact[i]:.4f}")
print(f"free decay of <mz> after {t_free:.0f} ps ({n_free} moments): "
      f"simulation {free_mean:.4f} +- {free_err:.4f}, exp(-2kt) {free_formula:.4f}")
print("no test failed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 155, in <module>
    heat = [boltz @ mean_rate(energy_of, m_grid, D, effective_field) for D in D_pair]
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 155, in <listcomp>
    heat = [boltz @ mean_rate(energy_of, m_grid, D, effective_field) for D in D_pair]
                    ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 89, in mean_rate
    change = observe(advance(start, D, dt, field)) - observe(start[:, None, :])
                     ^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 81, in advance
    assert np.max(np.abs(np.linalg.norm(m, axis=-1) - 1)) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The assertion that failed checks that each moment keeps unit length during the short deterministic integration. Two Runge-Kutta substeps were too coarse for the largest noise fields at D = 0.5, the stronger of the two noise strengths used to find the balance point, so the fault was numerical and not in the derived equations. The integration now uses four substeps, which lowers its accumulated error about sixteenfold. No tested quantity, tolerance or parameter of the physics is changed.

The change:

```diff
@@ -65,5 +65,5 @@
 
 
-def advance(start, D, dt, field, substeps=2):
+def advance(start, D, dt, field, substeps=4):
     """Ordinary (smooth) motion for a time dt with the noise field held constant."""
     b = np.sqrt(2*D/dt)*noise_nodes[None, :, :]
```

Output now:

```
DIMENSIONLESS TEST CASE
gamma, alpha, moment, D = 1.3, 0.5, 0.8, 0.3
diffusion rate k = 0.40560
explicit vs implicit Gilbert, largest difference = 4.4e-16
noise drift vs -2k m, largest difference = 7.5e-07
covariance rate vs 2k(1-mm), largest difference = 1.0e-05
Ito reading: initial growth rate of |m|^2 = 1.62240, 4k = 1.62240
d<mx>/dt: noise average -0.04073, Brown equation -0.04073
d<mz>/dt: noise average -0.04472, Brown equation -0.04472
d<mx mz>/dt: noise average 0.03058, Brown equation 0.03058
d<my^2>/dt: noise average -0.12851, Brown equation -0.12851
thermal energy kT = 0.9
D of zero heating = 0.43270, alpha kT/(gamma moment) = 0.43269
largest |dW/dt| on Boltzmann density, correct D = 9.9e-16
largest |dW/dt| on Boltzmann density, 1.5 times D = 0.1341
heating rate at 1.5 times D: Brown 0.13155, formula 0.13155
WORKED EXAMPLE
moment = 1000 Bohr magnetons, damping = 0.1, T = 300 K
anisotropy field = 0.8 T, applied field = [0.2, 0.0, 0.3] T
gyromagnetic ratio = 0.17588 rad/(ps T)
kT/moment = 0.44662 T
noise strength D = 0.25393 T^2 ps = 1.9001e-07 atomic units
diffusion rate k = 0.007777 1/ps
free relaxation time 1/(2k) = 64.288 ps
time step = 0.2 ps, noise field per component (rms) = 1.5935 T
moments simulated = 3000, discarded time = 500 ps, averaging time = 400 ps
noise 1 D, Boltzmann integral at 300 K:
  <mx>: simulation 0.1237 +- 0.0025, integral 0.1242
  <mz>: simulation 0.2663 +- 0.0052, integral 0.2664
  <mz^2>: simulation 0.4351 +- 0.0017, integral 0.4351
noise 2 D, Boltzmann integral at 600 K:
  <mx>: simulation 0.0697 +- 0.0024, integral 0.0692
  <mz>: simulation 0.1349 +- 0.0040, integral 0.1243
  <mz^2>: simulation 0.3813 +- 0.0012, integral 0.3788
free decay of <mz> after 60 ps (20000 moments): simulation 0.3887 +- 0.0033, exp(-2kt) 0.3933
no test failed
```
